\section*{Acoustoelectric attenuation, Weinreich relation and drift-induced gain in piezoelectric semiconductors, part 2}

A sound wave travelling along $+x$ in a piezoelectric crystal exchanges energy with one type of nondegenerate carrier. Its small-signal attenuation is known; the direct current it drags is sought. SI units are used. The displacement is $u$, the strain $S=\partial_xu$, the stress $T=cS-eE$, and $\rho\,\partial_t^2u=\partial_xT$. Gauss's law, the current law and continuity are
\[
\partial_x(\varepsilon E+eS)=\rho_c=q(n-n_0),\quad J=q\mu_snE-qD\,\partial_xn,\quad \partial_t\rho_c+\partial_xJ=0,
\]
with signed charge $q$, neutral density $n_0$, $\mu_s=\mu\,\mathrm{sgn}\,q$ and $D=\mu k_BT_L/|q|$ at lattice temperature $T_L$. Convection of carriers by the moving lattice is dropped. A uniform field $E_0$ gives the drift $v_d=\mu_sE_0$. Further, $\sigma=|q|\mu n_0$, $\omega_c=\sigma/\varepsilon$, $\lambda^2=D/\omega_c$, $v_0^2=c/\rho$, $\omega_D=v_0^2/D$ and $K^2=e^2/\varepsilon c$.

First-order quantities (subscript 1) vary as $e^{i(kx-\omega t)}$, with $\rho_1=\sigma kE_1/W$, $W=\omega-kv_d+ik^2D$, $E_1=-(e/\varepsilon)RS_1$, $R=W/(W+i\omega_c)$ and
\begin{equation}
\rho_1=ikeS_1(1-R)=ikeS_1\,\frac{i\omega_c}{W+i\omega_c}.
\label{bunch}
\end{equation}
Let $k_0=\omega/v_0$, $\gamma=1-v_d/v_0$, $a=\omega_c/\omega$, $p=\omega/\omega_D$, $b=a+p$, $\Delta=\gamma^2+b^2$. To first order in $K^2$, amplitude and intensity decay at the rates
\begin{equation}
\alpha=\frac{K^2\omega_c}{2v_0}\,\frac{\gamma}{\gamma^2+\left(\omega_c/\omega+\omega/\omega_D\right)^2},\qquad \Gamma=2\alpha .
\label{alpha}
\end{equation}
The phase velocity is $v=\omega/\mathrm{Re}\,k$. The energy of a spatially periodic wave decays in time at the rate $\Gamma v_0$.

Brackets denote an average over one period, $\langle AB\rangle=\tfrac12\mathrm{Re}(A_1B_1^*)$. The wave has energy density $U=\tfrac12\rho\dot u^2+\tfrac12cS^2$, intensity $I=-\langle T\dot u\rangle$ ($\tfrac12cv_0|S_1|^2$ at leading order) and power loss per volume $P=-e\langle E\dot S\rangle$, with $P=\Gamma I$ for real $\omega$.

The example has $\rho=5000$ kg/m$^3$, $c=2\times10^{10}$ Pa, $e=0.2$ C/m$^2$, $\varepsilon=10\varepsilon_0$, electrons with $n_0=10^{19}$ m$^{-3}$ and $\mu=0.03$ m$^2$/(V\,s), $T_L=300$ K and $\omega/2\pi=200$ MHz. Hence $v_0=2000$ m/s, $K^2=0.022588$, $a=0.43199$, $p=0.24365$ and $K^2\omega_c/2v_0=3065.5$ m$^{-1}$. Without drift $\Delta=1.45649$; with $E_0=-10^5$ V/m, $v_d=3000$ m/s, $\gamma=-0.5$ and $\Delta=0.70649$. The numerical check takes as reference the modes (roots) of the determinant of the linearized equations, without expansion in $K^2$: $\alpha=2058$ and $-2105$ m$^{-1}$, $v=2018.0$ and $2013.1$ m/s.

\subsection{The Weinreich relation at small amplitude}

Average the current law and keep terms of second order in the amplitude. With $n_2(x)$ and $E_2(x)$ the second-order static changes,
\begin{equation}
\langle J\rangle=\sigma E_0+\sigma E_2+qv_dn_2-qD\,\partial_xn_2+J_{ae},\qquad J_{ae}=\mu_sF,\quad F=\langle\rho_1E_1\rangle .
\label{dc}
\end{equation}
$F$ is the mean force per volume that the alternating field exerts on the bunched carriers, and $J_{ae}$ is the source term, the acoustoelectric current. At leading order $k=k_0$ is real, $\mathrm{Re}(1/W)=\omega\gamma/|W|^2$ and $|W+i\omega_c|^2=\omega^2\Delta$. Then
\begin{align}
F&=\tfrac12\sigma k_0|E_1|^2\,\mathrm{Re}\frac1W
=\tfrac12\sigma k_0\,\frac{e^2}{\varepsilon^2}|S_1|^2\frac{|W|^2}{\omega^2\Delta}\,\frac{\omega\gamma}{|W|^2}\nonumber\\
&=\tfrac12|S_1|^2\,\frac\sigma\varepsilon\,\frac{e^2}\varepsilon\,\frac{k_0}{\omega}\,\frac\gamma\Delta
=\tfrac12c|S_1|^2\,\frac{K^2\omega_c\gamma}{v_0\Delta}=\frac{\Gamma I}{v_0},
\end{align}
where $e^2/\varepsilon=cK^2$, $k_0/\omega=1/v_0$ and $\tfrac12c|S_1|^2=I/v_0$ were used. The Weinreich relation is
\begin{equation}
J_{ae}=\frac{\mu_s\Gamma I}{v}.
\label{wein}
\end{equation}
The coupling constant, frequency and carrier density appear through $\Gamma$ alone. In phonon language each quantum $\hbar\omega$ removed from the beam delivers a momentum $\hbar k$, so a loss $\Gamma I$ means a force $\Gamma Ik/\omega$. While the wave is damped the carriers are pushed along it, and the sign of the current gives the sign of $q$. In the gain regime $\Gamma<0$, the force opposes the drift and lowers the magnitude of the total current.

The leading correction for a decaying wave follows from Gauss's law, $eS_1=\rho_1/ik-\varepsilon E_1$, with $\dot S_1=-i\omega S_1$:
\begin{equation}
P=\tfrac12\mathrm{Re}\!\left[i\omega\left(\frac{\rho_1}{ik}-\varepsilon E_1\right)E_1^*\right]=\tfrac12\mathrm{Re}\!\left[\frac\omega k\rho_1E_1^*\right],
\end{equation}
since $i\omega\varepsilon|E_1|^2$ is imaginary. To first order in $\alpha/k_0$, $\omega/k=v(1-i\alpha/k_0)$. Write $\tfrac12\rho_1E_1^*=F+iY$. It is proportional to $W^*=\omega(\gamma-ip)$ at leading order, so $Y=-pF/\gamma$. The real part of the product is $P=v(F+\alpha Y/k_0)$, and
\begin{equation}
F=\frac{\Gamma I}{v}\left[1+\frac{\alpha p}{k_0\gamma}\right]=\frac{\Gamma I}{v}\left[1+\frac{K^2ap}{2\Delta}\right]
\label{corr}
\end{equation}
to first order in $K^2$, when the true $\Gamma$, $I$ and $v$ of the mode are used.

On open circuit with no applied field, $\langle J\rangle=0$ and $v_d=0$, so (\ref{dc}) reads $\sigma E_2-qD\partial_xn_2=-J_{ae}$. Gauss's law gives $qn_2=\varepsilon\partial_xE_2$ up to a relative $K^2$ from the static strain, hence $E_2-\lambda^2\partial_x^2E_2=-J_{ae}/\sigma$. For $J_{ae}\propto e^{-\Gamma x}$, and farther than a few $\lambda$ from the contacts,
\begin{equation}
E_{ae}=-\frac{J_{ae}/\sigma}{1-\Gamma^2\lambda^2}\approx-\frac{\Gamma I}{qn_0v},
\end{equation}
where $\mu_s$ has cancelled against $\sigma=q\mu_sn_0$. A voltmeter reads the integral of the electrochemical field $E_2-(qD/\sigma)\partial_xn_2$, which equals $-J_{ae}/\sigma$ with no $\Gamma\lambda$ correction. Since $\int\Gamma I\,dx=I(0)$ for full absorption, $|V|=I(0)/|q|n_0v$. With a lattice loss $\Gamma_L$ the intensity decays at the rate $\Gamma+\Gamma_L$ while the force remains $\Gamma I/v$, and the voltage is multiplied by $\Gamma/(\Gamma+\Gamma_L)$.

\subsection{Arbitrary amplitude}

Assume that all fields are periodic functions of $\xi=x-vt$, of any shape and size, with $\langle n\rangle=n_0$ and $\langle E\rangle=E_0$ held by a voltage source. A freely running wave is periodic up to its growth per period, which is of order $K^2$. Over many periods its local mean field can change, because the steady total current must be uniform along the sample while the wave intensity is not, and a voltage source fixes only the integral of the field. The results below then hold locally, with $E_0$ and $v_d$ read as local values. A prime denotes $d/d\xi$, and $\partial_t=-v\,d/d\xi$. Then $P=ve\langle ES'\rangle$. Gauss's law gives $eS'=\rho_c-\varepsilon E'$, and $\langle EE'\rangle=\tfrac12\langle(E^2)'\rangle=0$ by periodicity. In the current law $\langle n'\rangle=0$ and $qn=qn_0+\rho_c$. Therefore
\begin{equation}
P=vF,\qquad \langle J\rangle=\sigma E_0+\mu_sF,\qquad F=\langle\rho_cE\rangle ,
\label{any}
\end{equation}
and $J_{ae}=\mu_sP/v$. This is (\ref{wein}) with $\Gamma I$ read as the actual power loss $P$, and no linearization has entered. The first relation used Gauss's law alone. The second used a constant mobility and the assumption that all of $\rho_c$ is mobile.

The sign of $F$ can be fixed at the same level. Continuity becomes $(J/q-vn)'=0$, so the particle flux in the frame of the wave,
\begin{equation}
j=n(\mu_sE-v)-Dn',
\label{flux}
\end{equation}
is constant. The density is positive everywhere. For $j\neq0$, at a zero of $n$ one has $Dn'=-j$, so all zeros would be crossed in the same sense, which a periodic function cannot do. For $j=0$, $n$ is an exponential. Dividing (\ref{flux}) by $n$ and averaging removes $D(\ln n)'$:
\begin{equation}
j=(v_d-v)\,n_h,\qquad n_h=\frac1{\langle1/n\rangle}.
\end{equation}
Averaging $J=q(j+vn)$ gives $\langle J\rangle=q[vn_0+(v_d-v)n_h]$. Subtracting $\sigma E_0=qn_0v_d$ and using $q/\mu_s=|q|/\mu$,
\begin{equation}
F=\frac{|q|}\mu\,(v-v_d)(n_0-n_h).
\label{Fany}
\end{equation}
The Cauchy--Schwarz inequality, $1=\langle n^{1/2}n^{-1/2}\rangle^2\le\langle n\rangle\langle1/n\rangle$, gives $0<n_h\le n_0$, with equality for uniform $n$ alone. Hence $P=vF$ has the sign of $v-v_d$ for every periodic travelling wave that bunches the carriers, whatever its amplitude, in this drift-diffusion model.

For weak bunching, $\langle1/n\rangle=n_0^{-1}(1+\langle n_1^2\rangle/n_0^2)$ and $n_0-n_h=|n_1|^2/2n_0$. The linear theory agrees: $E_1=\rho_1W/\sigma k$ gives $F=|\rho_1|^2\,\mathrm{Re}\,W/2\sigma k=|q||n_1|^2(v-v_d)/2\mu n_0$. The size of the bunching follows from (\ref{bunch}), $|\rho_1|=k_0e|S_1|a/\sqrt\Delta$, with $k_0a=\omega_c/v_0=|q|\mu n_0/\varepsilon v_0$:
\begin{equation}
\frac{|n_1|}{n_0}=\frac{s_0}{\sqrt\Delta},\qquad s_0=\frac{\mu e|S_1|}{\varepsilon v_0}.
\end{equation}
The small-signal formulas need $s_0\ll\sqrt\Delta$. At the other extreme (\ref{Fany}) bounds the force, $|F|<|q|n_0|v-v_d|/\mu$. The bound is approached when the wave empties part of each period, $n_h\to0$, and then $\langle J\rangle\to qn_0v$ and $P\to|q|n_0v(v-v_d)/\mu$. The carriers ride in the potential wells at the sound speed, the current no longer depends on $E_0$, and $P$ no longer grows with $I$, so $|\Gamma|=|P|/I$ falls as $1/I$.

\subsection{Where the energy comes from}

The carriers move at $J/qn$ against a friction $|q|/\mu$ per unit velocity, so the heat given to the lattice per volume is $Q=n(|q|/\mu)(J/qn)^2=J^2/|q|\mu n$. The current law can be written $J=|q|\mu n\,[E-(k_BT_L/q)(\ln n)']$, so $Q=JE-(k_BT_L/q)J(\ln n)'$. With $J=q(j+vn)$ the last term averages to zero, because $(\ln n)'$ and $n(\ln n)'=n'$ both do. Also $J-\langle J\rangle=qv(n-n_0)=v\rho_c$, so $\langle JE\rangle=\langle J\rangle E_0+v\langle\rho_cE\rangle$. Thus
\begin{equation}
\langle Q\rangle=\langle J\rangle E_0+P .
\label{ledger}
\end{equation}
In the gain regime $P<0$, and the source supplies both the heat and the power $-P$ fed to the wave. In the trapped limit the source gives $|q|n_0vv_d/\mu$, the heat is $|q|n_0v^2/\mu$, and the fraction converted to sound tends to $1-v/v_d$.

\subsection{Trapping}

Suppose that a real fraction $f$ of the bunched charge is mobile and the rest sits in traps that equilibrate within a small part of a period. Gauss's law and continuity still contain the whole $\rho_c$, while the current law contains $n=n_0+f\rho_c/q$. Then $J_1=\sigma E_1+fv_d\rho_1-ikfD\rho_1$ and $W\to\omega-fkv_d+ifk^2D$. Every later step of the linear theory holds with $\gamma_f=1-fv_d/v_0$ and $b_f=a+fp$. The relation $P=vF$ survives, but $\langle J\rangle=\sigma E_0+f\mu_sF$, so
\begin{equation}
\alpha=\frac{K^2\omega_c}{2v_0}\frac{\gamma_f}{\gamma_f^2+b_f^2},\qquad J_{ae}=f\,\frac{\mu_s\Gamma I}v ,
\end{equation}
and gain needs $fv_d>v$. The remainder $(1-f)F$ acts on trapped charge and drives no current.

\subsection{Finite mean free path}

Take a Boltzmann equation with one relaxation time and a number-conserving (BGK) collision term, for the distribution $g(x,v_x,t)$ of carriers of mass $m$:
\begin{equation}
\partial_tg+v_x\partial_xg+\frac{qE}m\partial_{v_x}g=-\frac{g-n\phi}\tau ,
\end{equation}
where $n=\int g$ and $\phi$ is the normalized Maxwellian at rest, of width $v_T=(k_BT_L/m)^{1/2}$. Multiply by $qv_x$, integrate over $v_x$ and average over a period. The time and space derivatives drop out, an integration by parts turns the force term into $-(q^2/m)\langle nE\rangle$, and the collision term gives $-\langle J\rangle/\tau$. So $\langle J\rangle=q\mu_s\langle nE\rangle$ with $\mu_s=q\tau/m$, which is the second relation in (\ref{any}). The Weinreich relation therefore holds in this model at any $kl$. The model is classical, so it applies to a real crystal only while $\hbar/\tau\ll k_BT_L$ and $\hbar k\ll mv_T$. The step needs a collision term whose momentum moment is proportional to $J$, which an energy-dependent $\tau$ does not provide in general.

The attenuation itself changes. Let $w=v_x/v_T$, $l=v_T\tau$, $\kappa=kl$, $s=v/v_T$, $\delta=v_d/v_T$, $A=\mu_sE_1/v_T$, $\nu=n_1/n_0$, so that $\omega\tau=\kappa s$ and $D=v_T^2\tau$. Distributions are now per unit $w$, and $\partial_w\phi=-w\phi$. The drifting state obeys $g_0=n_0\phi-\delta\,\partial_wg_0$, so $g_0=n_0\phi(1+\delta w)+O(\delta^2)$ and $\partial_wg_0=n_0\phi[-w+\delta(1-w^2)]$. The linearized equation, multiplied by $\tau$, is
\begin{equation}
[1+i\kappa(w-s)]g_1+\delta\,\partial_wg_1=n_1\phi-A\,\partial_wg_0 .
\end{equation}
Put $g_1=n_0(\nu\phi+h)$ with $\int h\,dw=0$, and $A=\nu(i\kappa+\beta)$. For $s=\delta=0$ the solution is $h=0$, $\beta=0$, so both are of first order in $s$ and $\delta$. The terms $\nu\phi$ and $i\kappa w\nu\phi$ cancel between the two sides, and the first-order remainder is
\begin{equation}
(1+i\kappa w)h=\nu\phi\,[\beta w+i\kappa s+\delta w-i\kappa\delta(1-w^2)]=\nu\phi\,[\beta w+i\kappa(s-\delta)+\delta w(1+i\kappa w)] .
\end{equation}
Divide by $1+i\kappa w$ and integrate. The last term gives $\delta\int w\phi=0$. Define $G=\int\phi/(1+i\kappa w)=\int\phi/(1+\kappa^2w^2)$, the imaginary part being odd in $w$. From $i\kappa w/(1+i\kappa w)=1-1/(1+i\kappa w)$ follows $\int w\phi/(1+i\kappa w)=(1-G)/i\kappa$. The condition $\int h=0$ reads $\beta(1-G)/i\kappa+i\kappa(s-\delta)G=0$, so
\begin{equation}
\beta=(s-\delta)\,\Phi(\kappa),\qquad \Phi=\frac{\kappa^2G}{1-G}.
\end{equation}
Drift-diffusion has $A/\nu=W/kv_T=s-\delta+i\kappa$. To first order in $v/v_T$ and $v_d/v_T$ the kinetic model thus replaces $\gamma$ by $\gamma\Phi$ in $W$ and in (\ref{alpha}), and since $\Phi>0$ the threshold stays at $v_d=v$. For a closed form use $1/(1+\kappa^2w^2)=\int_0^\infty e^{-t}\cos(\kappa wt)\,dt$, average the cosine to $e^{-\kappa^2t^2/2}$ and complete the square:
\begin{equation}
G=\int_0^\infty e^{-t-\kappa^2t^2/2}dt=\sqrt{\frac\pi2}\,\frac1\kappa\,e^{1/2\kappa^2}\,\mathrm{erfc}\frac1{\sqrt2\,\kappa}.
\end{equation}
The scaled function erfcx avoids overflow at small $\kappa$. There $G=1-\kappa^2+3\kappa^4-\dots$ from the moments $\langle w^2\rangle=1$, $\langle w^4\rangle=3$, and $\Phi=(1-\kappa^2)/(1-3\kappa^2)\approx1+2\kappa^2$. At large $\kappa$, $\Phi\to\sqrt{\pi/2}\,\kappa$. At $\kappa=1$, $\Phi=1.904$. A Hermite-basis solution of the kinetic equation is asserted to reproduce $\beta$ to a relative $3\times10^{-4}$ at $\kappa=0.1$ and 1, with $s$ and $\delta$ a tenth of the example values. The BGK term restores the lattice temperature at each collision, so carrier heating governed by a slower energy relaxation is outside this model.

\subsection{Worked example: current and saturation}

For $I=10$ W/m$^2$, $|S_1|=(2I/cv_0)^{1/2}=7.07\times10^{-7}$, and $s_0=0.0240$ with $\varepsilon=\sigma/\omega_c=8.854\times10^{-11}$ F/m. The ratio $\varepsilon v_0/\mu e=|S_1|/s_0=3\times10^{-5}$ justifies dropping lattice convection. The bunching $s_0/\sqrt\Delta$ is 0.0199 without drift and 0.0285 with it, against 0.0195 and 0.0282 for the determinant modes, so the signal is small. At first order,
\begin{align}
v_d=0:&\quad J_{ae}=-0.03\times4209.4\times10/2000=-0.631\ \mathrm{A/m^2},\nonumber\\
v_d=3000\ \mathrm{m/s}:&\quad J_{ae}=-0.03\times(-4339.0)\times10/2000=+0.651\ \mathrm{A/m^2}.
\end{align}
The modes of the determinant, with $F$ and $I$ computed from their own amplitudes, give $-0.6125$ and $+0.6285$ A/m$^2$. Most of the difference is the first-order error in $\Gamma$ and $v$. With the root values, (\ref{wein}) gives $-0.03\times4116.8\times10/2018.01=-0.6120$ and $0.03\times4210.2\times10/2013.11=0.6274$ A/m$^2$. The remaining ratios are 1.0008 and 1.0017, and (\ref{corr}) predicts $1+0.00328\times0.24365=1.0008$ and $1+0.00335\times0.24365/0.5=1.0016$. The check asserts only that these ratios lie within $K^2$ of unity. In the drifted case $J_{ae}$ opposes an ohmic current of $-4807$ A/m$^2$, whose Joule power is $4.8\times10^8$ W/m$^3$.

On open circuit, at leading order in $K^2$ (first-order $\Gamma$ and $v=v_0$, good to about 3\%), with $|q|n_0v_0=3204.4$ A/m$^2$, $E_{ae}=+4209.4\times10/3204.4=13.1$ V/m at the entry face, and full absorption gives $10/3204.4=3.12$ mV. The correction $(\Gamma\lambda)^2=(0.0050)^2$ is negligible, and the feedback drift $\mu E_{ae}=0.39$ m/s is small against $v_0$. With $f=0.5$ at the same applied field, $\gamma_f=0.25$, $b_f=0.55382$ and $\alpha=766.4/0.36921=+2076$ m$^{-1}$, a loss although $v_d=1.5v_0$. With $m=0.2m_e$, $\tau=3.41\times10^{-14}$ s, $v_T=1.51\times10^5$ m/s, $l=5.14\times10^{-9}$ m, $kl=0.0032$ and $\omega\tau=4.3\times10^{-5}$, and the Hermite solution departs from $W$ by $4.3\times10^{-5}$ of $|W|$. For these values the classical kinetic picture is itself marginal: $\hbar/\tau=0.75\,k_BT_L$, and $l$ is shorter than the thermal de Broglie wavelength of 9.6 nm. At $kl=1$, near 62 GHz, $\hbar k=0.75\,mv_T$, so the results for $\Phi$ at $kl\gtrsim1$ describe carriers with a much longer mean free path than in this example.

The nonlinear statements are tested by integrating the coupled field equations in time on a ring one wavelength long at fixed mean field, recording the loss of $\langle U\rangle$ and the mean current separately. These runs use $e=0.02$ C/m$^2$, $K^2=2.26\times10^{-4}$, so that corrections of order $K^2$ stay below the asserted relative tolerance of $3\times10^{-3}$. At $s_0=0.01$ the drifted electron run grows at 0.9998 of $|\Gamma|v_0$, and $J_{ae}v_0/\mu_sP$ is 1 without traps and 0.5 for $f=0.5$; zero drift, reversed drift and holes pass the same assertions. At $s_0=1.5$ and $v_d=3000$ m/s the linear estimate $s_0^2/2\Delta=1.59$ of $1-n_h/n_0$ exceeds its bound of 1. The run gives $n_h/n_0=0.1407$, and $0.8593/1.592=0.540$ accounts for the measured growth rate of 0.538 of the linear one, while $J_{ae}v_0/\mu_sP$ remains 1. From (\ref{Fany}), $P=3204.4\times(-1000)\times0.8593/0.03=-9.18\times10^7$ W/m$^3$, as measured. The source delivers $3204.4\,(1+0.5\times0.1407)\times10^5=3.43\times10^8$ W/m$^3$, and the separately accumulated heat is $2.512\times10^8=(3.430-0.918)\times10^8$ W/m$^3$, in line with (\ref{ledger}), which is asserted to 1.5\% of $|P|$. At $s_0=4$ the mean current is 1.0001 times $qn_0v_0=-3204$ A/m$^2$, two thirds of the ohmic value at the same field. The steady travelling solution for a sinusoidal strain of this amplitude has $n_h\approx2\times10^{-8}n_0$, so the excess of $10^{-4}$ is not untrapped current. It has the size of the stiffening $K^2/2=1.1\times10^{-4}$ of $v$ over $v_0$.

\section*{Computed results}
\begin{verbatim}
inputs: rho 5000 kg/m^3, c 2e+10 Pa, e 0.2 C/m^2, eps_r 10
inputs: electrons n0 1e+19 m^-3, mu 0.03 m^2/(V s), m/m_e 0.2
inputs: T 300 K, f 2e+08 Hz, I 10 W/m^2, E0 -100000 V/m
v0 = 2000 m/s
K^2 = 0.022588
sigma = 0.048065 S/m
D = 0.00077556 m^2/s
omega = 1.2566e+09 1/s
k0 = 6.2832e+05 1/m
omega_c = 5.4285e+08 1/s
omega_D = 5.1576e+09 1/s
omega_c/omega = 0.43199
omega/omega_D = 0.24365
b = 0.67564
K^2 omega_c/(2 v0) = 3065.5 1/m
Debye length = 1.1953e-06 m
strain amplitude = 7.0711e-07
-- vd = 0 m/s, gamma = 1
alpha first order = 2104.7 1/m = 182.8 dB/cm
alpha exact root = 2058.4 1/m = 178.8 dB/cm
phase velocity: first order 2018.23, exact 2018.01 m/s
J_ae: Weinreich first order -0.6314, exact mode -0.6125 A/m^2
bunching |n1|/n0 = 0.019472
-- vd = 3000 m/s, gamma = -0.5
alpha first order = -2169.5 1/m = -188.4 dB/cm
alpha exact root = -2105.1 1/m = -182.8 dB/cm
phase velocity: first order 2013.34, exact 2013.11 m/s
J_ae: Weinreich first order 0.6509, exact mode 0.6285 A/m^2
bunching |n1|/n0 = 0.028218
open-circuit field (vd=0) = 13.137 V/m
voltage for full absorption = 0.0031208 V
Gamma*lambda (vd=0) = 0.0050315
threshold drift: formula 2008.087, root search 2008.087 m/s
threshold field magnitude = 66936 V/m
best drift v0(1+b) = 3351.3 m/s
alpha at best drift = -2268.6 1/m = -197 dB/cm
best frequency = 2.6631e+08 Hz
alpha at best frequency, drifted = -2284.2 1/m
alpha backward wave, drifted = 1142.7 1/m
round-trip gain above vd = 2413.7 m/s
alpha drifted, mobile fraction 0.5 = 2075.7 1/m
ohmic current sigma E0 = -4806.5 A/m^2
trapped-limit current q n0 v0 = -3204.4 A/m^2
Joule power sigma E0^2 = 4.8065e+08 W/m^3
tau = 3.411e-14 s, v_T = 1.508e+05 m/s, l = 5.144e-09 m
k l = 0.003232, omega tau = 4.287e-05, BGK deviation = 4.3e-05
BGK factor on gamma at k l = 1 = 1.9043
ring runs use e = 0.02 C/m^2, K^2 = 0.0002259; s0 = mu e S/(eps v0)
ring s0=0.01: rate/(Gamma v0) = 0.99979
ring s0=0.01: J_ae v0/(mus P) = 1
ring s0=0.01, f=0.5: J_ae v0/(mus P) = 0.5
ring s0=1.5: rate/linear rate = 0.53847
ring s0=1.5: J_ae v0/(mus P) = 1
ring s0=1.5: 1/(n0 <1/n>) = 0.1407
ring s0=1.5: heat 2.512e+08, source 3.43e+08, P -9.177e+07 W/m^3
ring s0=4: J/(q n0 v0) = 1.0001
\end{verbatim}
